# Fermi-Dirac statistics in planar thermionic emission over a contact barrier, part 1

(Sections cited here and not found follow in the second part.)

## First half: the one-way current and its series

**Q.** The current over a contact barrier can be calculated with a Boltzmann tail. Electrons are fermions, so that calculation must be wrong by some amount. Before you tell me how much, I want to know which two currents you compare and what is held fixed between them.

**A.** Take a plane where the conduction band edge has its maximum. On one side lies the emitter, in thermal equilibrium. The top of the band edge lies at an energy $\Phi$ above the emitter's Fermi level. I count the electrons that cross the plane from the emitter side, per unit area and time, first with the Fermi function and then with its Boltzmann tail. The barrier $\Phi$ and the temperature are the same in both counts.

I use atomic units, so $\hbar$, the electron mass and the elementary charge are one. The letter $T$ stands for the thermal energy $kT$. The current density $J$ is a magnitude, equal to the particle flux because the charge is one.

**Q.** You count at the plane, but the emitter's equilibrium belongs to the region behind it. Why may you use the emitter's occupation at the barrier top?

**A.** Follow an electron backwards from the plane. It moves away from the emitter, so its past lies on the emitter side. The band edge falls in that direction, hence the electron had more normal kinetic energy earlier and no turning point lies on its path. It came from the emitter. Without collisions the occupation of a state is constant along the path, and the total energy is constant too. The state at the plane therefore has the occupation

$$f(E)=\frac{1}{e^{E/T}+1},$$

where $E$ is the total energy measured from the emitter's Fermi level. With collisions I need an assumption instead: they must keep the emitter in equilibrium right up to the plane. I also assume that every electron that reaches the top with a forward velocity crosses, and that none crosses with a normal energy below the top.

**Q.** An electron needs an empty state to go to. Should there not be a factor $1-f$ for the other side?

**A.** Not for elastic, coherent passage. The outgoing wave on the far side is the continuation of the incoming wave, and the two are parts of one single-particle state. Its occupation is set where the wave comes in. If one prefers to describe the passage as transitions between states of side 1 and side 2, with equal rates both ways, the net rate contains

$$f_1(1-f_2)-f_2(1-f_1)=f_1-f_2 ,$$

because the products $f_1f_2$ cancel. Both descriptions give the same net current, and the one-way current I use is the part belonging to $f_1$.

**Q.** Then write the count. I would like to see the spin factor and the masses, since a silicon valley is not a sphere.

**A.** Near the minimum of one valley let the kinetic energy be

$$\varepsilon=\frac{k_1^2}{2m_1}+\frac{k_2^2}{2m_2}+\frac{k_3^2}{2m_3},$$

with $k_1$ along the normal and $\mathbf k$ measured from the minimum. I assume that the axes of the ellipsoid lie along the normal and in the plane. The normal velocity is $\partial\varepsilon/\partial k_1=k_1/m_1$. There are $2/(2\pi)^3$ states per unit volume of space and of $k$ space, the 2 being for spin. At the plane the total energy is $\Phi+\varepsilon$, so one valley gives

$$J=\frac{2}{(2\pi)^3}\int_{k_1>0}d^3k\;\frac{k_1}{m_1}\,f(\Phi+\varepsilon).$$

The limits are taken to infinity. This is allowed when the thermal energy is small compared with the energy range over which the valley is parabolic, and when the Fermi level, if it lies above the barrier top, is still well inside that range, because the occupation has then died out before the limit matters.

**Q.** Three masses enter. Which of them survive?

**A.** Start with the normal direction. Put $w=k_1^2/2m_1$, the normal kinetic energy at the top. Then $dw=(k_1/m_1)\,dk_1$, which is the very combination in the integrand. A heavy normal mass gives more states per energy interval but a lower velocity, and the two effects cancel:

$$J=\frac{2}{(2\pi)^3}\int_0^\infty dw\int d^2k\; f\!\left(\Phi+w+\frac{k_2^2}{2m_2}+\frac{k_3^2}{2m_3}\right).$$

The normal mass has gone. For the plane, set $k_i=\sqrt{2m_i}\,q_i$ for $i=2,3$. This gives $d^2k=2\sqrt{m_2m_3}\,d^2q$, and the in-plane energy becomes $p=q_2^2+q_3^2$. A ring in the $q$ plane has the area $d^2q=2\pi q\,dq=\pi\,dp$. Hence

$$\int d^2k\,f=2\pi\sqrt{m_2m_3}\int_0^\infty\frac{dp}{e^{(\Phi+w+p)/T}+1}.$$

The integrand has the antiderivative $-T\ln\!\left(1+e^{-(\Phi+w+p)/T}\right)$. To see this, differentiate with respect to $p$: the factor $-T$ meets $-1/T$ from the exponent, and what remains is $e^{-x}/(1+e^{-x})=1/(e^x+1)$ with $x=(\Phi+w+p)/T$. At $p=\infty$ the antiderivative is zero, so

$$\int d^2k\,f=2\pi\sqrt{m_2m_3}\;T\ln\!\left(1+e^{-(\Phi+w)/T}\right).$$

**Q.** A logarithm is not yet a dilogarithm.

**A.** One integration is left. Write $z=e^{-\Phi/T}$ and $s=w/T$. The constants combine as $2\cdot2\pi/(2\pi)^3=1/(2\pi^2)$. One factor $T$ comes from the plane and another from $dw=T\,ds$. Summing over valleys gives

$$J=\frac{M T^2}{2\pi^2}\,G(z),\qquad G(z)=\int_0^\infty\ln\!\left(1+z e^{-s}\right)ds,\qquad M=\sum_{\text{valleys}}\sqrt{m_2m_3}.$$

For $0\le y\le1$ the logarithm has the series $\ln(1+y)=\sum_{n\ge1}(-1)^{n+1}y^n/n$. Take $z\le1$ and insert $y=ze^{-s}$. The $n$th term integrates to

$$\frac{(-1)^{n+1}z^n}{n}\int_0^\infty e^{-ns}ds=\frac{(-1)^{n+1}z^n}{n^2}.$$

The dilogarithm is defined for $|y|\le1$ by $\mathrm{Li}_2(y)=\sum_{n\ge1}y^n/n^2$. Since $(-1)^{n+1}z^n=-(-z)^n$, the sum is

$$G(z)=-\mathrm{Li}_2(-z),\qquad J=\frac{M T^2}{2\pi^2}\left[-\mathrm{Li}_2(-z)\right].$$

The two minus signs make a positive current.

**Q.** You exchanged an infinite sum and an integral. At $z=1$ the series sits at the edge of its convergence.

**A.** The series alternates and its terms decrease in size. If it is cut after $N$ terms, the error is at most the first omitted term, $y^{N+1}/(N+1)$. Integrated over $s$, that bound becomes $z^{N+1}/(N+1)^2$, which goes to zero for every $z\le1$, including $z=1$. The exchange is therefore justified.

For $z>1$ the barrier top lies below the Fermi level. The series no longer converges, but the integral for $G$ still does. It continues the dilogarithm to these values.

**Q.** Now the comparison. What does Boltzmann give, and how large is the difference?

**A.** Boltzmann statistics replaces $f(E)$ by $e^{-E/T}$. The same integrations then give $ze^{-s}$ in place of the logarithm, and the integral over $s$ is $z$. So

$$J_B=\frac{M T^2}{2\pi^2}\,z .$$

This is the Richardson law. Dividing the two currents removes the masses and the prefactor:

$$\frac{J}{J_B}=\frac{-\mathrm{Li}_2(-z)}{z}=1-\frac z4+\frac{z^2}{9}-\frac{z^3}{16}+\cdots$$

The leading correction, relative to the Boltzmann current, is $-\tfrac14e^{-\Phi/T}$.

**Q.** "Leading" can hide a lot. How good is it when $z$ is not small?

**A.** For $0<z\le1$ the terms $z^{n-1}/n^2$ decrease strictly, because the ratio of one term to the one before it is $z\,n^2/(n+1)^2<1$. The partial sums of an alternating series with decreasing terms enclose the sum. Therefore

$$1-\frac z4<\frac{J}{J_B}<1-\frac z4+\frac{z^2}{9}.$$

The leading term overstates the reduction, by less than $z^2/9$ of the Boltzmann current. The worst case in this range is $\Phi=0$, where $z=1$. There

$$G(1)=1-\frac1{2^2}+\frac1{3^2}-\cdots=\sum_n\frac1{n^2}-2\sum_n\frac1{(2n)^2}=\frac12\sum_n\frac1{n^2}=\frac{\pi^2}{12}.$$

I used $\sum1/n^2=\pi^2/6$. The ratio is 0.822, a reduction of 17.8 per cent, where the leading term alone would say 25 per cent.

**Q.** I expected $-z$ and not $-z/4$. At the barrier top the Fermi function differs from the Boltzmann factor by a relative amount of about $-z$. Where did the other three quarters go?

**A.** Your estimate is right at the top itself. The relative error in occupation is

$$\frac{f(E)}{e^{-E/T}}-1=\frac{1}{1+e^{-E/T}}-1=-f(E),$$

which is $-z$ to leading order at $E=\Phi$. The emitted electrons, however, lie above the top, where the occupation is smaller. Let $\varepsilon=w+p$ be their kinetic energy at the plane. The count is uniform in $w$ and in $p$, as the integrals showed, and the number of ways to divide $\varepsilon$ between them is proportional to $\varepsilon$. The average relative error is then, to leading order,

$$-z\,\frac{\int_0^\infty\varepsilon\,e^{-2\varepsilon/T}d\varepsilon}{\int_0^\infty\varepsilon\,e^{-\varepsilon/T}d\varepsilon}=-z\,\frac{(T/2)^2}{T^2}=-\frac z4 .$$

**Q.** The $(T/2)^2$ looks like a Richardson factor at half the temperature. Is that an accident?

**A.** It has a direct reading. For $E>0$ the geometric series gives

$$f(E)=\frac{e^{-E/T}}{1+e^{-E/T}}=\sum_{n\ge1}(-1)^{n+1}e^{-nE/T}.$$

The factor $e^{-nE/T}$ is a Boltzmann factor at temperature $T/n$. Its current over the same barrier follows from $J_B$ when $T$ is replaced by $T/n$:

$$\frac{M (T/n)^2}{2\pi^2}\,e^{-n\Phi/T}=\frac{M T^2}{2\pi^2}\,\frac{z^n}{n^2}.$$

The second term thus brings the quarter from the $T^2$ of the Richardson law, and the minus sign from Fermi statistics. These are terms of an expansion and not separate populations of electrons.

**Q.** I still want to see the quarter without all these substitutions.

**A.** Sum the original three-dimensional integral numerically. Choose masses $m_1=0.9$, $m_2=0.2$ and $m_3=0.5$, a thermal energy of 0.001 atomic units and $\Phi/T=12$. The difference between the two currents, divided by $J_B$ and by $z$, comes out as $-0.249999$. The series predicts $-\tfrac14+z/9$, and with $z=e^{-12}\approx6\times10^{-6}$ that is also $-0.249999$ to six decimals.

**Q.** You kept $\Phi$ fixed. Suppose I know the electron density at the barrier top instead. Is the correction still minus a quarter?

**A.** No, and even the sign changes. In full equilibrium, with electrons moving both ways at the plane, the density in the Boltzmann limit is $N_cz$, where $N_c$ is the effective density of states. Each of the three integrations over $k$ contributes a factor $\sqrt T$, so $N_c$ is proportional to $T^{3/2}$. The same expansion at temperatures $T/n$ gives

$$n_{\rm top}=N_c\left(z-\frac{z^2}{2^{3/2}}+\cdots\right).$$

Define the emission velocity $v_R=MT^2/(2\pi^2N_c)$, the one-way flux per electron in the Boltzmann limit. Then

$$\frac{J}{n_{\rm top}}=v_R\,\frac{1-z/4+\cdots}{1-z/2^{3/2}+\cdots}=v_R\left[1+\left(\frac{1}{2^{3/2}}-\frac14\right)z+\cdots\right].$$

The bracketed coefficient is $0.354-0.250=0.104$. At fixed density the exclusion principle pushes electrons to higher energies, and the flux per electron rises. The statement about minus one quarter belongs to fixed barrier and fixed temperature.

**Q.** And if the Fermi level lies above the barrier top? Your small parameter is then large.

**A.** Then the expansion in $z$ is of no use, but the integral still answers the question. Put $y=ze^{-s}$, so that $ds=-dy/y$ and

$$G(z)=\int_0^z\frac{\ln(1+y)}{y}\,dy,\qquad \frac{dG(z)}{d\ln z}=\ln(1+z).$$

By the chain rule $G(1/z)$ has the derivative $-\ln(1+1/z)$ with respect to $\ln z$. Adding the two gives

$$\frac{d}{d\ln z}\left[G(z)+G(1/z)\right]=\ln\frac{1+z}{1+1/z}=\ln z .$$

Integrate from $z=1$, where the bracket is $2G(1)=\pi^2/6$:

$$G(z)=\frac{(\ln z)^2}{2}+\frac{\pi^2}{6}-G(1/z).$$

Let the Fermi level lie $\Delta=-\Phi>0$ above the top. Then $\ln z=\Delta/T$, and for $\Delta\gg T$ the last term is about $e^{-\Delta/T}$ and can be dropped. The current becomes

$$J\simeq\frac{M}{2\pi^2}\left(\frac{\Delta^2}{2}+\frac{\pi^2T^2}{6}\right).$$

It stays finite at $T=0$, as it must when filled states lie above the top. The Boltzmann expression would grow as $e^{\Delta/T}$ and fails completely there.

## Second half: a silicide contact and its other errors

**Q.** Restate what you carry over, and then show me a contact where any of this matters.

**A.** The band edge has its top at $\Phi$ above the emitter's Fermi level, $T$ is the thermal energy, and $z=e^{-\Phi/T}$. With $M$ the sum over valleys of the root of the product of the two in-plane masses,

$$J=\frac{MT^2}{2\pi^2}\left[-\mathrm{Li}_2(-z)\right],\qquad J_B=\frac{MT^2}{2\pi^2}z,\qquad \frac{J}{J_B}=1-\frac z4+\cdots$$

The normal kinetic energy at the top is $w$. The emission velocity is $v_R=MT^2/(2\pi^2N_c)$, where $N_c$ is the effective density of states.

For the example I take a barrier of 0.30 eV at 300 K on (001) n-type silicon with $10^{16}$ donors per cm³. This is the regime of a rare-earth silicide contact. The barrier and the silicon parameters are rough typical values, and the model has a uniform, sharp interface.

**Q.** Silicon has six valleys. How do they enter?

**A.** The longitudinal mass is 0.98 and the transverse mass 0.19, in electron masses. Two valleys have their long axis along the normal, so both in-plane masses are transverse. Four valleys lie in the plane and have one mass of each kind there:

$$M=2(0.19)+4\sqrt{0.98\times0.19}=0.380+1.726=2.106 .$$

With ordinary units restored, the prefactor for $M=1$ is $em_ek^2/(2\pi^2\hbar^3)=120.17$ A/cm²/K², where $k$ is the Boltzmann constant. Six valleys give 253.1 A/cm²/K². The thermal energy is 0.025852 eV, hence $\Phi/T=11.60$ and $z=9.125\times10^{-6}$. The current is

$$J_B=253.1\times300^2\times9.125\times10^{-6}\approx208\ \text{A/cm}^2,$$

or $8.79\times10^{-13}$ atomic units.

**Q.** Is that a current I could measure at zero bias?

**A.** No. At zero bias an equal current flows from the metal to the semiconductor, and the net current is zero. Equilibrium requires this balance. The 208 A/cm² is the one-way current, which sets the scale of the net current once a bias is applied.

**Q.** And the Fermi correction?

**A.** It is $-z/4=-2.28\times10^{-6}$ relative to the Boltzmann current. Compare it with an error in the barrier. Lowering $\Phi$ by 1 meV at fixed temperature multiplies $J_B$ by $e^{0.001/0.025852}$, an increase of 3.94 per cent. To imitate the Fermi correction one would have to raise the barrier by $T\times2.28\times10^{-6}$, about $6\times10^{-8}$ eV. For this contact the correction has no practical weight. At 400 K, with the same barrier, it is $-4.15\times10^{-5}$, still very small.

**Q.** Then lower the barrier until it matters.

**A.** With the temperature and the masses held fixed, the formula gives the following values. The correction is relative to the Boltzmann current at the same barrier.

| $\Phi$ (eV) | $J$ (A/cm²) | correction | $-z/4$ |
|---|---|---|---|
| 0.30 | $2.08\times10^2$ | $-2.28\times10^{-6}$ | $-2.28\times10^{-6}$ |
| 0.20 | $9.95\times10^3$ | $-1.09\times10^{-4}$ | $-1.09\times10^{-4}$ |
| 0.10 | $4.74\times10^5$ | $-0.0052$ | $-0.0052$ |
| 0.05 | $3.18\times10^6$ | $-0.034$ | $-0.036$ |
| 0.00 | $1.87\times10^7$ | $-0.178$ | $-0.250$ |

A reduction of one per cent needs $z/4\approx0.01$, so $\Phi\approx T\ln25=0.0832$ eV. The full dilogarithm puts it at 0.0828 eV. The barrier is slightly lower because the next term, $+z^2/9$, weakens the correction and a larger $z$ is needed.

At fixed barrier and temperature, Fermi statistics changes the one-way Boltzmann current by a relative amount $-z/4$ to leading order, which is only about $-2.3\times10^{-6}$ for the 0.30 eV silicon contact at 300 K and reaches one per cent near 0.083 eV. It remains to ask whether such a contact can have the lower barriers at all, and how large the effects are that the model neglects.
